# The Hill relation: steady flux, mean first-passage times and weighted-ensemble sampling, part 1

(Sections cited here and not found follow in the second part.)

## A.1 What dimensions and additivity fix

Let a Markov process run until it first enters a set of states $B$, the sink. At that instant, restart it from a fixed distribution $\rho$ on the states outside $B$, the source. If the total probability is normalized to one, the steady rate $J$ of arrivals in $B$ has the dimension of inverse time. Let $T$ be the first-passage time from $\rho$ to $B$. Successive passages are independent and distributed alike, so $J$ can depend only on the distribution of $T$. Multiplying every rate of the dynamics by a constant $c$ multiplies $J$ by $c$ and divides $T$ by $c$, so $J$ is the inverse of some time built from that distribution. If $T$ takes a single value, a walker arrives once every $T$ and $J=1/T$.

These facts leave several candidates, such as $1/\mathrm E[T]$, $\mathrm E[1/T]$ and $\mathrm E[T]/\mathrm E[T^2]$, all of which scale correctly and agree for a sharp $T$. The additivity of durations decides among them. The time taken by $k$ successive passages is the sum $T_1+\dots+T_k$, which is $k$ times their arithmetic mean. The arrival rate is $k$ divided by this sum, which selects

$$J=\frac{1}{\bar T},\qquad \bar T\equiv \mathrm E_\rho[T].\tag{1}$$

This is the Hill relation. It holds under four conditions: the dynamics is Markov and homogeneous in time in the variables that are simulated and restarted; the restart is instantaneous; $\rho$ does not depend on the past, including the point of entry into $B$; and $\bar T$ is finite. No detailed balance and no separation of time scales is needed. The time $\bar T$ is an average over $\rho$, so $J$ is a property of the pair (source, sink). It is a rate constant only under the further conditions discussed in A.8.

## A.2 Finite chain in continuous time

**Conventions.** Distributions are row vectors, functions of the state are column vectors, and $\mathbf 1$ is the column of ones. The generator $Q$ has off-diagonal entries $Q_{ij}\ge0$, the rate from $i$ to $j$, and zero row sums. Let $L$ be the block of $Q$ that connects non-sink states and $R$ the block of rates from non-sink to sink states. Zero row sums give the exit rates $\kappa=R\mathbf 1=-L\mathbf 1$. The state space is finite and $B$ is reachable from every state.

**The mean first-passage time.** Make $B$ absorbing by setting its rows of $Q$ to zero. The generator becomes block triangular, each of its powers has the upper-left block $L^k$, and so $[e^{Lt}]_{ij}$ is the probability of being at $j$ at time $t$, having started at $i$, without having visited $B$. The survival probability is $S(t)=P_\rho(T>t)=\rho e^{Lt}\mathbf 1$.

Since $B$ is reachable from each of finitely many states, there are $t_0>0$ and $\epsilon>0$ with $P_i(T\le t_0)\ge\epsilon$ for all $i$. The Markov property applied at $t_0,2t_0,\dots$ gives $P_i(T>kt_0)\le(1-\epsilon)^k$. The entries of $e^{Lt}$ are non-negative and bounded by these probabilities, so they decay exponentially and $\Gamma=\int_0^\infty e^{Lt}dt$ converges. Then

$$L\Gamma=\Gamma L=\int_0^\infty\frac{d}{dt}e^{Lt}\,dt=0-I,$$

so $\Gamma=(-L)^{-1}$. The entry $\Gamma_{ij}$ is the mean time spent at $j$ before absorption. Writing $T=\int_0^\infty \mathbb 1[T>t]\,dt$ and exchanging expectation and integral, which is allowed for a non-negative integrand,

$$\bar T=\int_0^\infty S(t)\,dt=\rho\,m,\qquad m=\Gamma\mathbf 1,\qquad Lm=-\mathbf 1.\tag{2}$$

**The recycled chain.** A jump from $i$ into $B$, at rate $\kappa_i$, is followed at once by placement at $j$ with probability $\rho_j$. The generator on the non-sink states is

$$G=L+\kappa\rho,$$

where $\kappa\rho$ is the outer product. Its row sums vanish because $L\mathbf 1+\kappa(\rho\mathbf 1)=-\kappa+\kappa=0$. A walker that leaves $i$ and is put back at $i$ shows no change of state but does count as an arrival, so the flux in a distribution $p$ is $p\kappa$ and must be recorded before the restart.

Let $\pi G=0$ and $\pi\mathbf 1=1$, and define $J=\pi\kappa$. Written out, stationarity is

$$\pi L=-J\rho.\tag{3}$$

Multiply (3) from the right by $m$. The left side is $\pi Lm=-\pi\mathbf 1=-1$ by (2) and the normalization. The right side is $-J\rho m=-J\bar T$. Hence $J\bar T=1$, which is (1). The normalization enters at exactly this point: a population of total weight $w$ gives $J=w/\bar T$.

**Existence and uniqueness.** Multiplying (3) by $-\Gamma$ and using $-L\Gamma=I$ gives

$$\pi=J\rho\Gamma=\frac{1}{\bar T}\int_0^\infty\rho e^{Lt}dt,\tag{4}$$

so at most one stationary distribution exists. Conversely, take (4) as the definition of $\pi$. It is non-negative, $\pi\mathbf 1=\rho m/\bar T=1$, $\pi L=-\rho/\bar T$, and $\pi\kappa=-\pi L\mathbf 1=1/\bar T$, so $\pi G=-\rho/\bar T+\rho/\bar T=0$. The steady population of a state is the mean time a passage spends there divided by the mean duration of a passage, a ratio of means that need not equal the mean fraction of a passage. It depends on $\rho$ and in general differs from the stationary distribution of the dynamics without recycling.

If $B$ contains several states, the flux into state $b$ is $J_b=(\pi R)_b=J(\rho\Gamma R)_b$. The quantity $(\rho\Gamma R)_b=\int_0^\infty(\rho e^{Lt}R)_b\,dt$ is the probability that the first entry is at $b$, so $J_b/J$ is the splitting probability.

**Convergence.** Choose a state $s$ with $\rho_s>0$. Under $G$ it is reachable from every state, through the sink if not otherwise. For $c\ge\max_i|G_{ii}|$ the matrix $G+cI$ is non-negative, and $e^{Gt}=e^{-ct}\sum_k (G+cI)^kt^k/k!$ has a positive entry wherever some power does. So $[e^{Gt_1}]_{is}\ge\epsilon'>0$ for all $i$ at any fixed $t_1>0$. Write $e^{Gt_1}=\epsilon'\,\mathbf 1e_s+(1-\epsilon')P'$, with $e_s$ the unit row at $s$ and $P'$ stochastic. For any distribution $p$ the difference $p-\pi$ sums to zero and is annihilated by the first term, while $P'$ does not increase $\sum_i|p_i-\pi_i|$. That sum shrinks by at least the factor $1-\epsilon'$ in each interval $t_1$, so $p(t)\to\pi$ and $p(t)\kappa\to J$ from any start.

If part of the source weight can reach a region from which $B$ is unreachable, the recycled walker is eventually trapped there; then $\bar T=\infty$ and $J=0$.

## A.3 Counting proof for any state space

Let $T_1,T_2,\dots$ be the durations of successive passages. Each begins with an independent draw from $\rho$ and, by the strong Markov property, evolves independently of the earlier ones, so the $T_k$ are independent and distributed as $T$. Let $S_k=T_1+\dots+T_k$ and let $N(t)$ be the number of arrivals up to $t$. By definition $S_{N(t)}\le t<S_{N(t)+1}$, and dividing by $N=N(t)$,

$$\frac{S_N}{N}\le\frac{t}{N}<\frac{S_{N+1}}{N+1}\,\frac{N+1}{N}.$$

Every $S_k$ is finite, so $N(t)\to\infty$. The strong law of large numbers sends both outer expressions to $\bar T$, and $N(t)/t\to1/\bar T$ with probability one. A first passage started from another distribution changes $S_k$ by a finite amount and leaves the limit alone. This proof covers underdamped dynamics, provided that $\rho$ is a distribution over positions and velocities. It concerns the time-averaged flux; that the instantaneous ensemble flux settles needs a separate argument, as in A.2.

## A.4 How the flux approaches its limit

For the finite chain started in $\rho$, let $f(t)=\rho e^{Lt}\kappa=-S'(t)$ be the density of $T$ and $j(t)=\rho e^{Gt}\kappa$ the recycled flux. Their Laplace transforms are $\hat f(s)=\rho(s-L)^{-1}\kappa$ and $\hat j(s)=\rho(s-G)^{-1}\kappa$. Multiply the identity $(s-L)-(s-G)=\kappa\rho$ by $(s-L)^{-1}$ on the left and $(s-G)^{-1}$ on the right:

$$(s-G)^{-1}=(s-L)^{-1}+(s-L)^{-1}\kappa\,\rho\,(s-G)^{-1}.$$

Placing this between $\rho$ and $\kappa$ gives $\hat j=\hat f+\hat f\hat j$, the transform of the renewal equation $j=f+f*j$, and so

$$\hat j(s)=\frac{\hat f(s)}{1-\hat f(s)}.\tag{5}$$

Since $f=-S'$ and $S(0)=1$, integration by parts gives $\hat f=1-s\hat S$, and $s\hat j=\hat f/\hat S\to1/\bar T$ as $s\to0$, because $\hat f(0)=1$ and $\hat S(0)=\bar T$. As $j(t)$ converges, $s\hat j(s)\to j(\infty)$, which recovers (1).

The relaxation rates follow from the same function. If $Gv=sv$, then $(s-L)v=\kappa(\rho v)$. When $s$ is not an eigenvalue of $L$, $v=(\rho v)(s-L)^{-1}\kappa$ with $\rho v\ne0$, and applying $\rho$ gives $\hat f(s)=1$. Suppose $L$ is diagonalizable with eigenvalues $-\lambda_k$, $0<\lambda_1<\lambda_2<\dots$, so that $f(t)=\sum_kc_ke^{-\lambda_kt}$ and $\hat f(s)=\sum_kc_k/(s+\lambda_k)$. One root is $s=0$. If near $s=-\lambda_2$ the other terms are small compared with one, a root lies at $s_2\approx-\lambda_2+c_2$. The residue of (5) there is $-1/\hat f'(s_2)$, with $\hat f'(s_2)\approx-c_2/(s_2+\lambda_2)^2=-1/c_2$. In this one-pole approximation

$$j(t)\approx J+c_2e^{-\gamma t},\qquad\gamma=-s_2\approx\lambda_2-c_2.\tag{6}$$

For a metastable source $\lambda_1\approx1/\bar T$ is much smaller than $\lambda_2$. Recycling replaces the slow escape mode by the stationary state, and the flux settles at the rate $\gamma$. This is what allows $\bar T$ to be measured from trajectories much shorter than $\bar T$. The gain is lost if a long-lived intermediate or a slow coordinate makes $\lambda_2$ small and its mode enters the flux with an amplitude $c_2$ that is not negligible against $J$; in that case a flux read before $1/\gamma$ has passed several times over still differs from $J$.

## A.5 Delayed and entry-dependent restarts

If each arrival is followed by an independent wait of mean $d$, the cycles of A.3 have mean $\bar T+d$ and $J=1/(\bar T+d)$, with the waiting walkers included in the normalization. The fraction of time spent not waiting is $\bar T/(\bar T+d)$, so dividing the flux by the active population restores $1/\bar T$.

If a walker entering at $b$ restarts from $\rho_b$, stationarity reads $\pi L=-\sum_bJ_b\rho_b$ with $J_b=(\pi R)_b$, hence $\pi=\sum_bJ_b\rho_b\Gamma$. Multiplying by $R$ gives $J_{b'}=\sum_bJ_bH_{bb'}$ with $H_{bb'}=(\rho_b\Gamma R)_{b'}$. The matrix $H$ is stochastic because $\Gamma R\mathbf 1=\Gamma\kappa=-\Gamma L\mathbf 1=\mathbf 1$. So $\mu_b=J_b/J$ is a stationary distribution of $H$, unique if $H$ has one closed class. Multiplying instead by $\mathbf 1$ gives

$$1=J\sum_b\mu_b\,\rho_bm.$$

The relation survives, but the effective source $\sum_b\mu_b\rho_b$ is set by the dynamics.

The program tests (1) symbolically for two non-sink states with arbitrary rates. On a random irreversible chain with six non-sink and two sink states it tests (1), (2), (4), (5), the splitting ratio, the root condition and both variants. There the survival integral and $1/J$ both give 5.29023 in the chain's time unit, and a delay of 2.5 gives $1/J=7.79023$. Counting arrivals along one simulated trajectory gives 5.36, which is 1.3% above the exact value, with a relative standard error of 1.1%.

## A.6 Overdamped diffusion in one dimension

Take a potential $U(x)$, inverse thermal energy $\beta$, constant diffusion coefficient $D$, a reflecting wall at $x_L$, a point source at $a$ and the sink $x\ge b$, with $x_L<a<b$. The density obeys $\partial_tp=-\partial_xI$ plus the source, with current

$$I=-D(p'+\beta U'p)=-De^{-\beta U}\left(e^{\beta U}p\right)',$$

$I(x_L)=0$ and $p(b)=0$. In the steady state $I'=J\delta(x-a)$, so $I=0$ below $a$ and $I=J$ on $(a,b)$. Thus $(e^{\beta U}p)'=-(J/D)e^{\beta U}$ above $a$, and $e^{\beta U}p$ is constant below. The current is finite, so $p$ is continuous at $a$. Integrating down from $p(b)=0$,

$$p(x)=\frac JD\,e^{-\beta U(x)}\int_{\max(x,a)}^be^{\beta U(y)}dy.\tag{7}$$

Set $\int_{x_L}^bp\,dx=1$. The region of integration is $x<y$, $a<y<b$, and exchanging the order gives

$$\frac1J=m(a),\qquad m(x)\equiv\frac1D\int_x^be^{\beta U(y)}Z(y)\,dy,\qquad Z(y)=\int_{x_L}^ye^{-\beta U(z)}dz.\tag{8}$$

It remains to show that $m(a)$ is the mean first-passage time. From its definition $m(b)=0$, $m'=-e^{\beta U}Z/D$, $m'(x_L)=0$ and $De^{\beta U}(e^{-\beta U}m')'=-1$. Let $p(x,t)$ now start from $\delta(x-a)$ and evolve without recycling. Two integrations by parts give

$$\frac{d}{dt}\int mp\,dx=-[mI]+\int m'I\,dx=-[mI]-D[m'p]+\int p\,De^{\beta U}\left(e^{-\beta U}m'\right)'dx.$$

The first bracket vanishes because $m(b)=0$ and $I(x_L)=0$, the second because $p(b)=0$ and $m'(x_L)=0$. The last term is $-\int p\,dx=-S(t)$. Integrating over $t$ from $0$ to $\infty$, with $m$ bounded and $S\to0$, gives $0-m(a)=-\int_0^\infty S\,dt$, so $m(a)=\bar T$. The wall may be moved to $-\infty$ when $e^{-\beta U}$ is integrable there. For free diffusion on the half-line $Z$ diverges as $x_L\to-\infty$, so $\bar T=\infty$ and $J=0$ although every walker does arrive.

For even $U$, $x_L=-\infty$ and $a=-b$, let $Z=Z(\infty)$. Reflection gives $Z(y)+Z(-y)=Z$. Averaging (8) with its image under $y\to-y$,

$$\bar T=\frac{Z\,I_b}{2D},\qquad I_b=\int_{-b}^be^{\beta U}dy.\tag{9}$$

**Lattice version.** On sites $x_i$ of spacing $h$, take rates $Q_{i,i\pm1}=(D/h^2)e^{-\beta(U_{i\pm1}-U_i)/2}$. With $\phi_i=\pi_ie^{\beta U_i}$ the net flux across a bond is $(D/h^2)e^{-\beta(U_i+U_{i+1})/2}(\phi_i-\phi_{i+1})$, and the steps from (7) to (8) give

$$\bar T_h=\frac1D\sum_{\text{bonds in }(a,b)}h\,e^{\beta(U_i+U_{i+1})/2}\sum_{j\le i}h\,e^{-\beta U_j}.$$

There are three errors of order $h^2$. The inner sum is a midpoint rule for $Z(y)$ at the bond centre $y$, with error $-(h^2/24)(e^{-\beta U})'$ at $y$ when $e^{-\beta U}$ is negligible at the wall; multiplied by $e^{\beta U}$ and integrated, it contributes $(h^2/24D)\beta[U(b)-U(a)]$. The outer sum is a midpoint rule for $g=e^{\beta U}Z$, with error $-(h^2/24)[g'(b)-g'(a)]$ and $g'=\beta U'g+1$. Both vanish when $a$ and $b$ are minima of equal depth. The third comes from $(U_i+U_{i+1})/2=U(y)+h^2U''(y)/8+\dots$, which multiplies each term $e^{\beta U}Z$ of the outer sum by $1+\beta h^2U''/8$. For even $U$ with minima at $a=-b$ and at $b$, only the third error remains, and the reflection used for (9) replaces $Z(y)$ by $Z/2$, so in that case

$$\bar T_h/\bar T-1=\frac{\beta h^2}{8}\langle U''\rangle+O(h^4),\tag{10}$$

with the average weighted by $e^{\beta U}$ on $(a,b)$.

## A.7 Finite lag and the weighted ensemble

The Hill relation has been established for continuous-time dynamics, together with the approach of the flux to its limit, the effect of modified restarts, and explicit formulas for one-dimensional diffusion. What remains is the effect of inspecting walkers only at a finite lag, the unbiasedness of the weighted-ensemble flux, and a worked double-well example.
